# Barrier Loss under Force: Bell's Line and the Fold Law, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. One dimension: a cubic well, then any smooth well

### The decision

A minimum and a saddle have been converged for a system without load, and the barrier is now wanted under a constant pulling force. There are two choices. One is to keep the two geometries and subtract force times distance from the barrier. The other is to repeat the saddle search at each force. The first costs nothing, but it assumes that the geometries do not respond to the load. Close to the force at which the well disappears that assumption fails badly, because the minimum and the saddle move towards each other and meet.

The decision needs two results: how the barrier begins to fall at small force, and how it vanishes at the critical force. They are expansions of one function at opposite ends of its range. The first is Bell's linear law and the second is a three-halves power. When the unloaded barrier top lies at a finite distance, the linear law is the small-force limit of the full barrier. It is not, in general, the small-force limit of the three-halves formula.

### Conventions

Let $V(x)$ be the potential energy without load and $F\ge 0$ a constant force towards larger $x$. The tilted energy is

$$W(x;F)=V(x)-Fx .$$

The minus sign makes the force term lower $W$ when the system moves along the force. Stationary points satisfy $V'(x)=F$. The label $m$ denotes the minimum and $s$ the barrier top, which lies at larger $x$. The barrier is

$$\Delta(F)=W(x_s;F)-W(x_m;F),\qquad \Delta_0=\Delta(0).$$

This is a difference of potential energies. Zero-point energy, entropy and the prefactor of a rate are not included. Energies will be in eV, lengths in Å and forces in eV/Å.

### A cubic well

The simplest potential with one well and one barrier is a cubic. Put the well at $x=0$ and the top at $x=\ell$, and write $z=x/\ell$:

$$V=\Delta_0(3z^2-2z^3),\qquad V'=\frac{6\Delta_0}{\ell}\,z(1-z).$$

The slope vanishes at $z=0$ and $z=1$, where $V=0$ and $V=\Delta_0$, so $\Delta_0$ is indeed the barrier without load. The product $z(1-z)$ is at most $1/4$, reached at $z=1/2$. The largest force that the well can balance is therefore

$$F_c=\frac{6\Delta_0}{\ell}\cdot\frac14=\frac{3\Delta_0}{2\ell}.$$

Divide $V'=F$ by $F_c$. This gives $4z(1-z)=F/F_c$, with the two roots

$$z=\frac12\pm\frac r2,\qquad r=\sqrt{1-F/F_c}.$$

The second derivative of $W$ is proportional to $1-2z$, so the lower sign is the minimum and the upper sign is the top. The two points approach each other symmetrically and meet at $z=1/2$, the inflection point of $V$.

To find the barrier, set $z=\tfrac12+t$. Expansion of the powers gives

$$3z^2-2z^3=\Big(\tfrac34+3t+3t^2\Big)-\Big(\tfrac14+\tfrac32t+3t^2+2t^3\Big)=\tfrac12+\tfrac32t-2t^3 .$$

The force term is $Fx=F_c\ell(1-r^2)z=\tfrac32\Delta_0(1-r^2)(\tfrac12+t)$. Subtract it and collect the terms that depend on $t$:

$$\frac{W}{\Delta_0}=\text{const}+\tfrac32r^2t-2t^3 .$$

The constant cancels between top and minimum, which lie at $t=\pm r/2$. Because the rest is odd in $t$, the difference is twice its value at the top:

$$\frac{\Delta}{\Delta_0}=2\left(\tfrac34r^3-\tfrac14r^3\right)=r^3,
\qquad \Delta=\Delta_0\left(1-\frac F{F_c}\right)^{3/2}.$$

For this potential the three-halves law holds over the whole range $0\le F\le F_c$. Its small-force expansion is

$$\Delta=\Delta_0-\frac{3\Delta_0}{2F_c}F+\frac{3\Delta_0}{8F_c^2}F^2+\dots
=\Delta_0-F\ell+\frac{\ell^2}{6\Delta_0}F^2+\dots$$

The linear term is the force times the unloaded distance from minimum to top. That is Bell's law. Here one formula contains both laws, and the next question is how much of this survives when the potential is not cubic.

### Any smooth well: existence of the critical force

Let $V$ be smooth, with a nondegenerate minimum at $x_{m0}$ and the next maximum at $x_{s0}$, also nondegenerate. Between them $V'$ is positive, and it is zero at both ends. It must therefore have a largest value $F_c$ at an interior point $x_c$. I assume that this is the one stationary point of $V'$ in the interval and that $V'''(x_c)<0$.

For $0<F<F_c$ the horizontal line at height $F$ then cuts the graph of $V'$ twice. At the left crossing $V'$ is rising, so $W''=V''>0$ and the point is a minimum. At the right crossing it is falling, and the point is a maximum. At $F=F_c$ the crossings coincide. For $F>F_c$ the interval contains no stationary point. This pairwise disappearance is called a fold.

If $V'$ had several maxima, the load would create an additional well inside the interval. The minimum that starts at $F=0$ would then end at the first maximum of $V'$ and the top that starts at $F=0$ at the last one. These two would not meet each other, and each branch would have to be followed separately.

### The slope of the barrier at any force

Follow one stationary point $x(F)$. By the chain rule,

$$\frac{d}{dF}W(x(F);F)=\frac{\partial W}{\partial x}\frac{dx}{dF}+\frac{\partial W}{\partial F}=0-x(F).$$

The first term vanishes because the point is stationary. The displacement of the geometry therefore does not enter the first derivative. Subtracting the result for the minimum from that for the top gives

$$\frac{d\Delta}{dF}=-(x_s-x_m). \tag{1}$$

The rate at which the barrier falls is the current separation of the two points, not the unloaded one. Since they meet at $F_c$, where $\Delta=0$, integration gives

$$\Delta(F)=\int_F^{F_c}(x_s-x_m)\,dF'. \tag{2}$$

At $F=0$ this has a simple picture. The unloaded barrier is the area under $V'$ between the well and the top, and Eq. (2) adds up that area in horizontal strips.

### Bell's law and the sign of its error

Differentiate $V'(x(F))=F$ with respect to $F$. This gives $V''\,dx/dF=1$, so each point moves at the rate $1/V''$. Differentiating Eq. (1) once more,

$$\frac{d^2\Delta}{dF^2}=\frac1{V''(x_m)}-\frac1{V''(x_s)}>0 ,$$

where the sign follows from $V''(x_m)>0$ and $V''(x_s)<0$. With $\Delta x_0=x_{s0}-x_{m0}$, Taylor's theorem at $F=0$ gives

$$\Delta=\Delta_0-F\Delta x_0+\frac{F^2}{2}\left[\frac1{V''(x_{m0})}+\frac1{|V''(x_{s0})|}\right]+O(F^3). \tag{3}$$

The first two terms are Bell's law. The third is its leading error, and it is large when the well or the barrier top is soft. The load drives the minimum forward and the top backward, so the separation shrinks and the barrier falls more slowly than the line. In one dimension, with the single maximum of $V'$ assumed above, the curvature is positive at every force below $F_c$, so Bell's line lies below the barrier for $0<F<F_c$. If $V'$ has several maxima, the load creates a nearer top, and the barrier to it can lie far below the line.

As a check on the cubic, $V''=(6\Delta_0/\ell^2)(1-2z)$ has the values $\pm6\Delta_0/\ell^2$ at the two unloaded points. The bracket in Eq. (3) is then $\ell^2/(3\Delta_0)$. Half of it is $\ell^2/(6\Delta_0)$, as found by direct expansion.

The line also reaches zero too early. Since $V'\le F_c$ throughout the interval, with equality at one point,

$$\Delta_0=\int_{x_{m0}}^{x_{s0}}V'\,dx<F_c\,\Delta x_0 .$$

Hence $\Delta_0/\Delta x_0<F_c$. For a one-dimensional well whose $V'$ has a single maximum, the force at which Bell's barrier vanishes is a lower bound on the critical force, not an estimate of known quality. With several maxima the well ends at the first one, which may lie below $\Delta_0/\Delta x_0$.

### The fold law

Now expand about the meeting point. Put $x=x_c+s$, $\varepsilon=F_c-F$ and $c=V'''(x_c)<0$. Since $V'$ is stationary at $x_c$, there is no linear term:

$$V'(x_c+s)=F_c-\frac{|c|}{2}s^2+O(s^3).$$

Setting this equal to $F_c-\varepsilon$ gives, at leading order,

$$s=\mp\sqrt{\frac{2\varepsilon}{|c|}} ,\qquad x_s-x_m=2\sqrt{\frac{2\varepsilon}{|c|}} .$$

The upper sign belongs to the minimum. The square root comes from balancing a linear change in force against a quadratic change in slope. Equation (2), written with $\varepsilon'$ as the variable, then gives

$$\Delta=\int_0^\varepsilon2\sqrt{\frac{2\varepsilon'}{|c|}}\,d\varepsilon'
=\frac{4\sqrt2}{3}\,\frac{\varepsilon^{3/2}}{\sqrt{|c|}} . \tag{4}$$

The exponent thus has two sources: one half from the separation, and one from integrating it over force.

For the cubic, $c=-12\Delta_0/\ell^3$. The value of Eq. (4) extrapolated to $\varepsilon=F_c=3\Delta_0/(2\ell)$ is

$$\frac{4\sqrt2}{3}\sqrt{\frac{\ell^3}{12\Delta_0}}\left(\frac{3\Delta_0}{2\ell}\right)^{3/2}
=\frac{4\sqrt2}{3}\cdot\frac1{2\sqrt3}\cdot\frac{3\sqrt3}{2\sqrt2}\,\Delta_0=\Delta_0 ,$$

which agrees with the full solution.

### How large is the correction?

The omitted cubic term in $V'$ might suggest a relative correction of order $\sqrt\varepsilon$. A change of variables shows that it cancels in the barrier. Write $\varepsilon=\eta^2$, $s=\eta u$, and let the remainder in $V'$ be $s^3R(s)$ with $R$ smooth. After division by $\eta^2$ the stationary condition is

$$1=\frac{|c|}{2}u^2-\eta u^3R(\eta u).$$

At $\eta=0$ it has the two roots $u=\pm\sqrt{2/|c|}$, and its derivative with respect to $u$ is nonzero there. By the implicit function theorem both roots continue smoothly in $\eta$. The equation is unchanged when $u$ and $\eta$ both change sign. The root for the minimum at $\eta$ is therefore minus the root for the top at $-\eta$, and the positions obey

$$s_m(\eta)=s_s(-\eta).$$

The separation $s_s(\eta)-s_s(-\eta)$ is odd in $\eta$. Its first correction is of order $\eta^3$, a factor $\varepsilon$ below the leading term. After integration, Eq. (4) acquires a factor $1+O(\varepsilon)$. The individual positions do have relative corrections of order $\sqrt\varepsilon$, and these cancel in the difference.

### A limit that breaks Bell's law

Bell's law needs a top at finite distance when $F=0$. A bond whose energy rises steadily to the dissociation limit has none; a metastable bond, as in many doubly charged diatomic ions, does have one. The Morse potential

$$V=D(1-u)^2,\qquad u=e^{-\alpha x},$$

shows what changes. Since $du/dx=-\alpha u$, its slope is $V'=2\alpha D\,u(1-u)$. The largest slope is $F_c=\alpha D/2$ at $u=1/2$. With $f=F/F_c$ and $r=\sqrt{1-f}$, the condition $4u(1-u)=f$ gives

$$u_m=\frac{1+r}{2},\qquad u_s=\frac{1-r}{2}.$$

The minimum has the larger $u$ because it has the smaller $x$. The two parts of the barrier are

$$V_s-V_m=D\,\frac{(1+r)^2-(1-r)^2}{4}=Dr,\qquad
x_s-x_m=\frac1\alpha\ln\frac{1+r}{1-r} .$$

Using $F/\alpha=fD/2$,

$$\frac{\Delta}{D}=r-\frac f2\ln\frac{1+r}{1-r}. \tag{5}$$

For small $f$, $r\simeq1-f/2$, and the argument of the logarithm tends to $4/f$. The mean slope from zero force is then

$$\frac{D-\Delta}{F}\simeq\frac1\alpha\left[1+\ln\frac{4F_c}{F}\right].$$

It grows without limit as $F\to0$, so no linear law exists. The logarithm belongs to the exponential tail of the Morse form. For a tail that falls as $x^{-6}$ the top recedes as $F^{-1/7}$, and the mean slope grows as that power instead. Direct solution for the stationary points gives mean slopes of $6.99/\alpha$, $11.60/\alpha$ and $16.20/\alpha$ at $F/F_c=10^{-2}$, $10^{-4}$ and $10^{-6}$, in agreement with this expression.

The other end is ordinary. For small $r$ the logarithm is $2(r+r^3/3+\dots)$ and $f=1-r^2$, so Eq. (5) becomes

$$\frac\Delta D=r-(1-r^2)\left(r+\frac{r^3}{3}\right)+\dots=\frac23r^3+O(r^5).$$

The fold formula says the same. Two further derivatives of $V'$ give $V'''=2\alpha^3D(u-4u^2)=-\alpha^3D$ at $u=1/2$, and Eq. (4) becomes

$$\Delta=\frac{4\sqrt2}{3}\,\frac{(\alpha D/2)^{3/2}}{\sqrt{\alpha^3D}}\,r^3=\frac23Dr^3 .$$

The numerical coefficient at $F=0.999F_c$ is 0.6668. The fold law depends on the neighbourhood of the meeting point, whereas Bell's law depends on the unloaded pair. One can hold when the other does not.

## Part 2. Many coordinates and a worked surface

### Symbols and results carried over

The force is $F$, its critical value is $F_c$, and $\varepsilon=F_c-F$. The barrier $\Delta$ is the tilted energy of the saddle $s$ minus that of the minimum $m$, and a subscript 0 means zero force. In one dimension, the slope of the barrier is minus the separation of the two points. Bell's law is the tangent at $F=0$. Near $F_c$ the separation varies as $\varepsilon^{1/2}$ and the barrier as $\varepsilon^{3/2}$, with a relative correction of order $\varepsilon$.

### Pulling along a general coordinate

Let $\mathbf x$ now hold all coordinates, with rigid translations and rotations removed where they cost no energy. A constant force increases a smooth function $q(\mathbf x)$, for instance a distance between two atoms:

$$W(\mathbf x;F)=V(\mathbf x)-Fq(\mathbf x),\qquad \nabla V=F\nabla q \ \text{ at stationary points}.$$

Let $H=\nabla^2V-F\nabla^2q$ be the Hessian of $W$. Differentiating the stationary condition along a branch $\mathbf x(F)$ gives

$$H\frac{d\mathbf x}{dF}=\nabla q . \tag{6}$$

While $H$ is nonsingular, the branch continues smoothly. The chain-rule argument of Part 1 carries over with $\partial W/\partial F=-q$:

$$\frac{d\Delta}{dF}=-(q_s-q_m).$$

The distance in Bell's law is therefore the difference in the pulled coordinate $q$, not the length of the reaction path. By Eq. (6), $q$ changes along a branch at the rate

$$\chi=\nabla q\cdot\frac{d\mathbf x}{dF}=\nabla q^{T}H^{-1}\nabla q .$$

If the unloaded pair has nonsingular Hessians and finite separation $\Delta q_0$, then

$$\Delta=\Delta_0-F\Delta q_0+\tfrac12F^2(\chi_m-\chi_s)+O(F^3), \tag{7}$$

with both $\chi$ evaluated at $F=0$. At the minimum $\chi_m\ge0$. At the saddle, expansion in Hessian eigenvectors gives one negative contribution and possibly many positive ones. The sign of the quadratic term is therefore not fixed in many dimensions. The one-dimensional statement that Bell's line lies below the barrier has to be checked for each case.

For an unloaded pair at finite separation, the barrier begins to fall by Bell's law, with the difference in the pulled coordinate $q$ as its distance, and in one dimension it vanishes at an ordinary fold as the three-halves power of $F_c-F$. It remains to derive the fold law for many coordinates, and to test both laws on a worked surface to see when each can be used.
